# How sense-amplifier input resistance reduces the sensed current in a crossbar

## Two cells and one amplifier

Take one column wire with two memory cells attached, each of conductance \(G\). The far end of the first cell is held at the read voltage \(V\), and the far end of the second is grounded. The column ends in a sense amplifier, which we represent by a resistance \(R_{\rm in}\) to ground. Choose \(R_{\rm in}=1/G\), so that three equal resistors meet at the column.

One of them leads to \(V\) and two lead to ground. The current arriving through the first must equal the sum of the currents leaving through the others. If the column voltage is \(v\), then

\[
G(V-v)=Gv+Gv ,\qquad\text{so}\qquad v=\frac{V}{3}.
\]

The amplifier receives \(Gv=GV/3\). An amplifier with no input resistance would have held the column at zero volts and received \(GV\). The sensed current has therefore been divided by three, which is \(1+R_{\rm in}(G+G)\): both cells count, including the one being read.

The current through the selected cell is \(G(V-v)=2GV/3\), which is larger than the sensed current. Half of it reaches the amplifier, and the other half escapes through the unselected cell into the grounded row. Two things have happened: the raised column voltage has reduced the drive on the selected cell, and it has opened a leakage path.

## The array and its conventions

Now let a column cross \(N\) rows, with a cell of conductance \(G_k\) at row \(k\). Row \(s\) is selected and held at \(V\); every other row is held at zero. We assume the following.

- Each cell is linear: its current is its conductance times the voltage across it.
- The row and column wires have no resistance, so each wire has a single potential.
- The row drivers are ideal voltage sources.
- The amplifier input behaves as a resistance \(R_{\rm in}\) to the same ground as the unselected rows.
- The currents are steady, so no current charges a capacitance.

Cell current is positive from row to column, and the sensed current \(I\) is positive from column to amplifier. The total column conductance is

\[
G_{\rm tot}=\sum_{k=1}^{N}G_k ,
\]

with the selected cell included. The ideal current is the one sensed when \(R_{\rm in}=0\). The column is then at zero volts, the unselected cells have no voltage across them, and

\[
I_0=G_sV .
\]

The result to be derived is

\[
I=\frac{I_0}{1+R_{\rm in}G_{\rm tot}} . \tag{1}
\]

The array may have many other columns. They do not enter, because they could influence this column only by changing the row voltages, and ideal drivers fix those.

## First derivation: current balance on the column

Let the column be at voltage \(v\). The selected cell delivers \(G_s(V-v)\) to it. An unselected cell delivers \(G_k(0-v)=-G_kv\), which is negative when \(v>0\): current leaves the column. No charge accumulates, so the sum of the cell currents enters the amplifier:

\[
I=G_s(V-v)-\sum_{k\ne s}G_kv .
\]

Expand the first term and collect the terms in \(v\):

\[
I=G_sV-v\Big(G_s+\sum_{k\ne s}G_k\Big)=G_sV-vG_{\rm tot}. \tag{2}
\]

The selected conductance enters \(G_{\rm tot}\) because a rise of \(v\) reduces the voltage across that cell too. Ohm's law for the amplifier input is \(v=R_{\rm in}I\). Substitution gives

\[
I=G_sV-R_{\rm in}G_{\rm tot}I,
\qquad
I\,(1+R_{\rm in}G_{\rm tot})=G_sV ,
\]

and division by the bracket gives (1).

The same balance tells where the missing current goes. From \(v=R_{\rm in}I\), the selected cell carries

\[
I_{\rm cell}=G_s(V-v)
=G_sV\left(1-\frac{R_{\rm in}G_s}{1+R_{\rm in}G_{\rm tot}}\right)
=G_sV\,\frac{1+R_{\rm in}(G_{\rm tot}-G_s)}{1+R_{\rm in}G_{\rm tot}} .
\]

The difference \(I_{\rm cell}-I=v(G_{\rm tot}-G_s)\) flows through the unselected cells into their rows. Equation (1) thus describes the sensed current, not the current through the selected cell. In a long column whose cells have similar conductances, \(G_s\ll G_{\rm tot}\), and most of the loss is leakage.

## Second derivation: two measurements at the column terminal

The second route treats the array as a closed box with one terminal, the end of the column. Disconnect the amplifier and attach an adjustable voltage source that holds the terminal at \(v\). The box contains linear conductances and one nonzero source, \(V\). In such a network every current is a linear function of the source voltages, so the current leaving the terminal has the form

\[
I=aV-bv ,
\]

where \(a\) and \(b\) depend on neither \(V\) nor \(v\). Two measurements determine them.

First, short the terminal to ground, so that \(v=0\). Only the selected cell has a voltage across it, and the short-circuit current is \(aV=G_sV=I_0\).

Second, set \(V=0\) and apply \(v\) to the terminal. All rows are now grounded, and all \(N\) cells lie in parallel between the column and ground. They draw \(G_{\rm tot}v\) into the box, so \(b=G_{\rm tot}\). The selected cell belongs to this sum because setting a voltage source to zero leaves a connection to ground, not an open circuit.

Seen from its terminal, the box is therefore a current source \(I_0\) in parallel with a conductance \(G_{\rm tot}\). This is its Norton equivalent. Reconnect the amplifier, whose conductance is \(1/R_{\rm in}\). The source current divides between two parallel conductances with the same voltage across them:

\[
v=\frac{I_0}{G_{\rm tot}+1/R_{\rm in}},
\qquad
I=\frac{v}{R_{\rm in}}=\frac{I_0}{1+R_{\rm in}G_{\rm tot}} .
\]

This is (1) again, now read as a current divider. The amplifier receives nearly all the current if its input conductance is much larger than \(G_{\rm tot}\).

The opposite limit is also useful. As \(R_{\rm in}\to\infty\), the sensed current vanishes and the column voltage tends to

\[
v_\infty=\frac{G_s}{G_{\rm tot}}V .
\]

The amplifier then reads a voltage divider, whose output depends on the selected cell only in proportion to the rest of the column.

## What each derivation assumes

Both derivations use fixed row voltages and steady currents. They differ in where linearity enters and in what must be known about the interior.

The current balance needs linearity only when each cell current is written as conductance times voltage. It can therefore be continued to nonlinear cells. Let cell \(k\) carry \(f_k(u)\) at voltage \(u\), with \(f_k(0)=0\). The balance becomes

\[
I=f_s(V-v)+\sum_{k\ne s}f_k(-v).
\]

For small \(v\), expand each function to first order:

\[
I\simeq f_s(V)-v\Big[f_s'(V)+\sum_{k\ne s}f_k'(0)\Big].
\]

With \(v=R_{\rm in}I\) this has the form of (1). The ideal current is \(f_s(V)\), and \(G_{\rm tot}\) is replaced by the bracket: the slope of the selected cell at the read voltage plus the slopes of the unselected cells at zero voltage. A selector that suppresses conduction near zero voltage reduces the second part.

The terminal derivation assumes linearity from its first line, but it does not need ideal wires or grounded rows to give a current divider. With resistive wires, a linear array still has a short-circuit current and a terminal conductance. Their values are then no longer \(G_sV\) and \(G_{\rm tot}\), and the amplifiers on the other columns become part of the box.

Floating rows show how much the sensed current can change. Suppose all cells have conductance \(G\), every column ends in \(R_{\rm in}\), and the unselected rows are disconnected from their drivers. Try a solution in which all columns and all floating rows are at the same voltage \(v\). The unselected cells then carry no current, as the floating rows require. Each column receives current from its selected-row cell alone:

\[
G(V-v)=\frac{v}{R_{\rm in}},
\qquad
I=\frac{v}{R_{\rm in}}=\frac{GV}{1+R_{\rm in}G}.
\]

All the balance equations are satisfied, and a connected resistor network with given sources has one solution, so this is it. For six rows and \(R_{\rm in}G=0.25\), the divisor is 1.25 with floating rows and \(1+6\times0.25=2.5\) with grounded rows. The divisor 1.25 is measured against \(GV\); it is not the Norton divisor of one column. If one column alone is pulled to ground, current reaches it from the other columns through the floating rows, so its short-circuit current exceeds \(GV\) and its terminal conductance exceeds \(G\). With \(M\) columns and \(V=0\), the terminal sees the selected cell \(G\) in parallel with three conductances in series: \((N-1)G\) to the floating rows, \((N-1)(M-1)G\) to the other columns, and \((M-1)(G+1/R_{\rm in})\) to ground. For six rows and five columns this is \(4.33\,G\), the short-circuit current is \(1.67\,GV\), and the current divider gives \(1.67\,GV/2.08=GV/1.25\), the same sensed current. Nor are floating rows better in general. When the cells along the selected row differ, the column voltages differ, and current can pass from one column to another through a floating row.

## Where the input resistance comes from

A common current amplifier has an inverting voltage gain \(A\) and a feedback resistance \(R_f\) from output to input. Assume that its input terminal draws no current and that its output is an ideal voltage source. Then \(v_{\rm out}=-Av\), and all the sensed current passes through \(R_f\):

\[
I=\frac{v-v_{\rm out}}{R_f}=\frac{(1+A)v}{R_f},
\qquad
R_{\rm in}=\frac{v}{I}=\frac{R_f}{1+A}.
\]

Feedback makes the input resistance small but leaves it finite when the gain is finite. The output is \(v_{\rm out}=-AR_{\rm in}I\).

## A worked array

Consider 128 rows and 64 columns. An on cell has \(10\ \mu{\rm S}\), an off cell \(1\ \mu{\rm S}\), and the data form a checkerboard. The read voltage is 0.20 V. With \(R_f=100\ {\rm k}\Omega\) and \(A=999\), the input resistance is \(100\ \Omega\). Each column has 64 on cells and 64 off cells, so

\[
G_{\rm tot}=64\times10+64\times1=704\ \mu{\rm S},
\qquad
R_{\rm in}G_{\rm tot}=0.0704 .
\]

For a selected on cell the ideal current is \(10\ \mu{\rm S}\times0.20\ {\rm V}=2.00\ \mu{\rm A}\), and the sensed current is

\[
I=\frac{2.00\ \mu{\rm A}}{1.0704}=1.87\ \mu{\rm A},
\]

a loss of 6.6% relative to the ideal current. The column rises by only 0.187 mV, about a thousandth of the read voltage. Accordingly the selected cell still carries \(1.998\ \mu{\rm A}\). The other \(694\ \mu{\rm S}\) of the column, driven by that 0.187 mV, drain \(0.130\ \mu{\rm A}\) into the grounded rows. Nearly all of the loss is leakage. The amplifier output is \(-0.187\) V.

## Dependence on the stored data

The divisor contains every cell on the column, so the same cell gives different currents in different surroundings. An on cell gives its smallest current when all the others are on, and an off cell its largest when all the others are off. If \(G_{\rm on}\) and \(G_{\rm off}\) are the two conductances, the smallest on/off ratio of sensed currents is

\[
\rho=\frac{G_{\rm on}}{G_{\rm off}}\;
\frac{1+R_{\rm in}NG_{\rm off}}{1+R_{\rm in}NG_{\rm on}} .
\]

Here the two currents are \(2.00/1.128=1.77\ \mu{\rm A}\) and \(0.200/1.0128=0.197\ \mu{\rm A}\). Their ratio is 8.98, against 10 for an ideal amplifier.

The ratio stays above one for any finite \(R_{\rm in}\), because \(G/(1+R_{\rm in}NG)\) increases with \(G\). It tends to one as \(R_{\rm in}\to\infty\). In that limit a uniform column sits at \(V/N\) whether its cells are all on or all off, and the two cases cannot be told apart.

A permitted loss sets a limit on the input resistance. Let \(\ell\) be the fraction of the ideal current that is lost, and write \(x=R_{\rm in}G_{\rm tot}\). Then

\[
\ell=1-\frac{1}{1+x}=\frac{x}{1+x},
\qquad
x=\frac{\ell}{1-\ell}.
\]

The largest \(G_{\rm tot}\) is \(NG_{\rm on}=1280\ \mu{\rm S}\). A loss of at most 1% for every data pattern therefore requires

\[
R_{\rm in}\le\frac{0.01}{0.99\times1280\ \mu{\rm S}}\approx7.89\ \Omega .
\]

This limit holds for linear cells, ideal wires and ideal drivers.

## An offset acts through the same conductance

Suppose that the amplifier's input resistance returns to a potential \(V_{\rm os}\) instead of to the ground of the rows. Then \(v=V_{\rm os}+R_{\rm in}I\). Equation (2) still holds, since it concerns the cells alone, and gives

\[
I=G_sV-G_{\rm tot}V_{\rm os}-R_{\rm in}G_{\rm tot}I,
\qquad
I=\frac{G_sV-G_{\rm tot}V_{\rm os}}{1+R_{\rm in}G_{\rm tot}} .
\]

An offset of 1 mV subtracts \(0.704\ \mu{\rm A}\) from the numerator. The sensed current falls from 1.87 to \(1.21\ \mu{\rm A}\), a change of 35% relative to its value without offset. The offset is small beside the read voltage, but it acts on all 128 cells while the read voltage acts on one. Reducing \(R_{\rm in}\) does not remove this error: at \(R_{\rm in}=0\) it is \(-G_{\rm tot}V_{\rm os}\).

## The model beside real arrays

The chosen conductances and read voltage are rough values in the regime of filamentary metal-oxide resistive memory. The on resistance of \(100\ {\rm k}\Omega\) is on the high side; many such cells conduct roughly ten times better when on. If both conductances were ten times larger at the same \(R_{\rm in}\), \(R_{\rm in}G_{\rm tot}\) would be 0.704 instead of 0.0704. Real arrays also break the assumption of ideal wires. Take \(1\ \Omega\) of wire per cell, a rough value, and select the on cell farthest from both its driver and its amplifier. A numerical solution of the current balance at every node of the array gives \(1.77\ \mu{\rm A}\), which is 5.1% below the result of (1). Adding \(100\ \Omega\) to each row driver gives \(1.72\ \mu{\rm A}\), or about 8% below (1). For this cell the neglected resistances matter as much as the amplifier.

The size of these corrections is understandable. The column wire between the selected cell and the amplifier has 127 segments, hence \(127\ \Omega\), comparable with \(R_{\rm in}\). The selected row feeds 32 on and 32 off cells, or \(352\ \mu{\rm S}\), and so draws at most \(70\ \mu{\rm A}\). Its driver resistance therefore drops at most 7 mV, or 3.5% of the read voltage. The wire of the selected row has only 63 segments between its first and last cells, and the current in it falls along its length. It therefore adds a smaller drop, about 1% of the read voltage.

In a long column such as this one, nonlinearity of the following kind moves the result the other way. Let each cell keep its current at the read voltage but follow

\[
f_k(u)=G_kV\,\frac{\sinh(u/V_0)}{\sinh(V/V_0)} .
\]

Its slopes are

\[
f_k'(0)=G_k\frac{V/V_0}{\sinh(V/V_0)},
\qquad
f_k'(V)=G_k\frac{V}{V_0}\coth\frac{V}{V_0}.
\]

The first is smaller than \(G_k\) and the second is larger. Since one cell contributes the second and 127 contribute the first, the loading falls in this array. Solving the nonlinear balance numerically with ideal wires gives a divisor of 1.064 for \(V_0=0.25\) V and 1.014 for \(V_0=0.05\) V, compared with 1.070 for linear cells. For \(V_0=0.05\) V, halving the voltage from 0.20 V reduces the cell current 7.5 times. This is a mild suppression; a dedicated selector can reduce the current by several orders of magnitude.

In this example a warmer off state has little effect on the divisor, but it matters for the stored contrast. If the off conductance is thermally activated with an assumed energy of 0.05 eV, it grows by a factor 1.37 between 300 and 358 K. With the on cells unchanged, the divisor rises from 1.070 to 1.073. The current read from an off cell, however, grows by about 36%, and the on/off ratio in this checkerboard falls from 10.0 to 7.3.

Thermal noise can be estimated from the same Norton circuit. The cells are independent noise sources whose mean-square currents add, and the amplifier receives the fraction \(1/(1+R_{\rm in}G_{\rm tot})\) of the total noise current. In a bandwidth \(B\) at temperature \(T\) this gives

\[
i_{\rm rms}=\frac{\sqrt{4k_{\rm B}TG_{\rm tot}B}}{1+R_{\rm in}G_{\rm tot}} ,
\]

where \(k_{\rm B}\) is Boltzmann's constant. For 10 MHz and 300 K the value is 10 nA, about 0.5% of the sensed on current. The estimate uses the equilibrium noise of each cell. It leaves out the amplifier's own noise and the low-frequency fluctuations of the cell conductances, which can be larger in filamentary cells. It also assumes that the amplifier keeps its gain of 999 over the whole bandwidth, which would take a gain-bandwidth product well above 10 GHz; where the gain is lower, the input impedance is higher.

Finally, 0.20 V across an oxide 5 nm thick is a mean field of 0.4 MV/cm, well below the rough breakdown scale of several MV/cm. The local field near a conducting filament can be higher than this mean.

All numerical values are calculated from the stated model.
